\section*{Crossing barrier for an exothermic multiphonon trap transition}

\section*{Question}

A trap in a memory dielectric changes its charge state by exchanging an electron with a nearby electrode. The total energy before the exchange (state $i$) and after it (state $f$) depends on the positions of the surrounding atoms. Describe this dependence by two parabolas of equal curvature along one effective lattice coordinate, with displaced minima. The electron's energy in the electrode is included in the total energy and is held fixed.

The reorganization energy $\lambda=1.2$ eV is the energy needed to distort the lattice in state $i$ from its own minimum to the position of the minimum of state $f$. The transition is exothermic: the minimum of $f$ lies $\Delta E=0.6$ eV below that of $i$. The electronic coupling $V$ between the states is weak and independent of the lattice coordinate.

\begin{enumerate}
\item[(a)] Derive the classical crossing barrier $E_b$, measured from the minimum of $i$, and evaluate it.
\item[(b)] Find the barrier for the reverse transition. Discuss how $E_b$ depends on $\Delta E$, and find its change when a bias raises $\Delta E$ by 0.1 eV.
\item[(c)] How does the answer to (a) change if 1.2 eV is instead the sum of the relaxation energies in the two states? Separately, how does it change if $\lambda$, $\Delta E$ and the displacement are kept but the final parabola has 0.8 times the initial curvature?
\item[(d)] Suppose that several modes contribute, with reorganization energies $\lambda_k>0$ that add up to $\lambda$. Find the lowest energy at which the two energy surfaces meet.
\item[(e)] Let $\rho_{\rm cl}$ be the classical thermal probability density, per unit energy, of finding the two states degenerate while the trap is in $i$. Derive it, and relate $E_b$ to the slope of an Arrhenius plot of the transition rate. Use $kT=0.02585$ eV at 300 K.
\item[(f)] For a single mode of phonon energy $\hbar\omega=0.020$ eV, the quantum counterpart of $\rho_{\rm cl}$ is
\begin{equation*}
\rho_{\rm q}=\frac{1}{\hbar\omega}\sum_m p_m\,
|\langle m_i|(m+30)_f\rangle|^2 ,
\end{equation*}
where $p_m$ is the thermal population of level $m$ in state $i$. Numerical diagonalization of the displaced oscillator in a basis of 700 levels, with the sum taken over 100 initial levels, gives $\rho_{\rm q}=0.00269$, $0.0956$ and $0.2685$ eV$^{-1}$ at 100, 300 and 600 K. Explain the form of $\rho_{\rm q}$, compare these values with $\rho_{\rm cl}$, and account for the difference at 100 K.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The crossing}

Measure the coordinate in units of the displacement, so that the minimum of $i$ is at $x=0$ and that of $f$ at $x=1$. Put the zero of energy at the minimum of $i$. By definition $V_i(1)=\lambda$, which fixes the curvature of both parabolas:
\begin{equation}
V_i(x)=\lambda x^2,\qquad V_f(x)=\lambda(x-1)^2-\Delta E .
\end{equation}
The minus sign places the final minimum below the initial one for $\Delta E>0$. The energy gap between the states at fixed atomic positions is
\begin{align}
G(x)&=V_f(x)-V_i(x)\nonumber\\
&=\lambda(x^2-2x+1)-\Delta E-\lambda x^2\nonumber\\
&=\lambda-\Delta E-2\lambda x .
\label{gap}
\end{align}
The quadratic terms cancel because the curvatures are equal. The gap is then linear in $x$ and vanishes at one point,
\begin{equation}
x_c=\frac{\lambda-\Delta E}{2\lambda}=\frac{1.2-0.6}{2.4}=0.25 .
\end{equation}
The barrier is the initial-state energy at this point:
\begin{equation}
E_b=\lambda x_c^2=\lambda\,\frac{(\lambda-\Delta E)^2}{4\lambda^2}
=\frac{(\lambda-\Delta E)^2}{4\lambda}.
\label{barrier}
\end{equation}
With the given values,
\begin{equation}
E_b=\frac{(0.6\ \mathrm{eV})^2}{4\times1.2\ \mathrm{eV}}
=0.075\ \mathrm{eV}=75\ \mathrm{meV}.
\end{equation}

The barrier is much smaller than the vertical gap $G(0)=\lambda-\Delta E=0.6$ eV. The lattice need not supply the whole gap as distortion energy: as $x$ increases, $V_i$ rises and $V_f$ falls, and they meet after a quarter of the displacement.

Weak coupling matters here. At the crossing, the two-state energy matrix has equal diagonal elements $E_b$ and off-diagonal element $V$, so its eigenvalues are $E_b\pm|V|$. The lower surface therefore passes the crossing point at $E_b-|V|$. Using $E_b$ in a Boltzmann factor requires $|V|\ll kT$.

\subsection*{(b) Reverse transition and bias}

The reverse transition starts at the minimum of $f$, at energy $-\Delta E$, and reaches the same crossing. Its barrier is
\begin{align}
E_b^{\rm rev}&=E_b+\Delta E
=\frac{\lambda^2-2\lambda\Delta E+\Delta E^2+4\lambda\Delta E}{4\lambda}\nonumber\\
&=\frac{(\lambda+\Delta E)^2}{4\lambda}=0.675\ \mathrm{eV}.
\end{align}
This is equation (\ref{barrier}) with the sign of $\Delta E$ reversed, as it must be, since the reverse transition is endothermic by 0.6 eV. A sign error in $\Delta E$ would thus give the barrier of the opposite process.

For $\Delta E=0$ the barrier is $\lambda/4=0.3$ eV. It falls as $\Delta E$ grows and vanishes at $\Delta E=\lambda$, where the final parabola passes through the initial minimum. For $\Delta E>\lambda$ the crossing moves to $x_c<0$ and the barrier rises again; this is the inverted regime. It refers to one fixed electron energy. With a metal electrode the electron can enter a higher empty level, for which the released energy is smaller, so the total rate levels off for $\Delta E>\lambda$ instead of falling. The present transition has $0<\Delta E<\lambda$, so its crossing lies between the minima.

The sensitivity to bias follows by differentiation:
\begin{equation}
\frac{dE_b}{d\Delta E}=-\frac{\lambda-\Delta E}{2\lambda}=-x_c=-0.25 .
\end{equation}
To first order, raising $\Delta E$ by 0.1 eV lowers the barrier by 0.025 eV. The full formula gives $(0.5)^2/4.8=0.052$ eV, a reduction of 0.023 eV. It is slightly smaller than the linear estimate because the slope decreases in magnitude as $\Delta E$ approaches $\lambda$.

\subsection*{(c) Two changes in the assumptions}

After a vertical transition from $i$ to $f$ at $x=0$, the lattice relaxes in state $f$ and releases $V_f(0)-V_f(1)=\lambda$. After a vertical transition back at $x=1$, it releases $V_i(1)-V_i(0)=\lambda$. The sum of the two relaxation energies is therefore $2\lambda$. If this sum is 1.2 eV, then $\lambda=0.6$ eV. Since $\Delta E$ is also 0.6 eV, equation (\ref{barrier}) gives $E_b=0$. The two readings of 1.2 eV thus lead to different physics: an activated transition in one case and a barrierless one in the other.

For the softer final parabola, the crossing condition, with energies in eV, is
\begin{align}
1.2x^2&=0.8\times1.2\,(x-1)^2-0.6\nonumber\\
&=0.96x^2-1.92x+0.36 .
\end{align}
Collecting terms and dividing by 0.24 gives
\begin{equation}
x^2+8x-1.5=0,\qquad x=-4\pm\sqrt{17.5}.
\end{equation}
The root closer to the initial minimum is $x=0.1833$, and it has the lower energy,
\begin{equation}
E_b=1.2\times(0.1833)^2\ \mathrm{eV}=0.040\ \mathrm{eV}.
\end{equation}
A 20\% change in curvature lowers this barrier by nearly half. The reason is that $E_b$ is small compared with $\lambda$ and $\Delta E$: a modest shift of the final curve near $x=0$ is a large shift on the scale of the barrier. Equation (\ref{barrier}) should therefore not be applied to a trap whose two charge states have clearly different force constants.

\subsection*{(d) Several modes}

Scale each mode coordinate $x_k$ by its own displacement. Then
\begin{equation}
V_i=\sum_k\lambda_kx_k^2,\qquad
V_f=\sum_k\lambda_k(x_k-1)^2-\Delta E .
\end{equation}
The surfaces meet where $V_f-V_i=0$, that is, where
\begin{equation}
\sum_k\lambda_k(1-2x_k)-\Delta E=0 .
\label{seam}
\end{equation}
To minimize $V_i$ under this condition, introduce a multiplier $\mu$ and make
\begin{equation}
L=\sum_k\lambda_kx_k^2+\mu\left[\sum_k\lambda_k(1-2x_k)-\Delta E\right]
\end{equation}
stationary with respect to each $x_k$:
\begin{equation}
2\lambda_kx_k-2\mu\lambda_k=0\quad\Rightarrow\quad x_k=\mu .
\end{equation}
Every mode is displaced by the same fraction of its full shift. Inserting $x_k=\mu$ into (\ref{seam}) gives $\lambda(1-2\mu)=\Delta E$, so $\mu=x_c$. The energy there is
\begin{equation}
\sum_k\lambda_kx_c^2=\lambda x_c^2=E_b .
\end{equation}
This stationary point is the minimum, because $V_i$ is a strictly convex function and the constraint is linear. For example, modes with $\lambda_k=0.50$, $0.40$ and $0.30$ eV again give 0.075 eV. The mode frequencies do not enter the classical barrier separately; only the sum $\lambda$ does. This justifies the single effective coordinate in part (a).

\subsection*{(e) Thermal density and activation energy}

In classical equilibrium the momenta are independent of position and cancel from the average. The density of zero gap is
\begin{equation}
\rho_{\rm cl}=
\frac{\int dx\,e^{-\lambda x^2/kT}\,\delta(\lambda-\Delta E-2\lambda x)}
{\int dx\,e^{-\lambda x^2/kT}} ,
\end{equation}
with both integrals over all $x$. The argument of the delta function has slope $-2\lambda$, so the numerator is $e^{-\lambda x_c^2/kT}/(2\lambda)$. The denominator is the Gaussian integral $\sqrt{\pi kT/\lambda}$. Since $2\lambda\sqrt{\pi kT/\lambda}=\sqrt{4\pi\lambda kT}$,
\begin{equation}
\rho_{\rm cl}=\frac{e^{-E_b/kT}}{\sqrt{4\pi\lambda kT}} .
\label{classical}
\end{equation}
At 300 K the exponential is $e^{-0.075/0.02585}=0.055$ and the square root is 0.624 eV, so $\rho_{\rm cl}=0.088$ eV$^{-1}$.

The golden rule needs more than $|V|\ll kT$: the chance of changing state in one passage through the crossing must be small. For a mode of frequency $\omega$ the Landau-Zener probability at thermal velocity is about $\pi|V|^2/(\hbar\omega\sqrt{\lambda kT})$, so $|V|\ll0.03$ eV is needed at 300 K for $\hbar\omega=0.020$ eV, and less for softer modes. Under this condition Fermi's golden rule gives the rate
\begin{equation}
\Gamma=\frac{2\pi}{\hbar}|V|^2\rho_{\rm cl} .
\end{equation}
With $\beta=1/kT$, the temperature dependence is $\ln\Gamma=-\beta E_b+\tfrac12\ln\beta+\mathrm{const}$. The Arrhenius activation energy is therefore
\begin{equation}
E_a=-\frac{d\ln\Gamma}{d\beta}=E_b-\frac{1}{2\beta}=E_b-\frac{kT}{2}.
\end{equation}
At 300 K this is $0.075-0.013=0.062$ eV. For so low a barrier, the prefactor makes a visible difference between the Arrhenius slope and the crossing energy. The correction $-kT/2$ belongs to the single, fixed electron energy assumed here. In a metal electrode many levels can take part in the exchange. The rate is then a sum over these levels, weighted by their thermal occupation, and this adds a temperature dependence of its own. The difference between the measured slope and $E_b$ can then even change sign.

\subsection*{(f) Quantized vibrations}

The two oscillators have equal frequencies, so their zero-point energies cancel from the energy balance. Energy conservation for a transition from level $m$ to level $n$ reads $m\hbar\omega=n\hbar\omega-\Delta E$, hence $n=m+0.6/0.020=m+30$. The golden rule weights each such transition by its squared vibrational overlap. For one undamped mode the allowed energies are discrete; averaging each line over one level spacing replaces its delta function by $1/\hbar\omega$. This gives the stated $\rho_{\rm q}$.

Equation (\ref{classical}) supplies the classical values:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $\rho_{\rm cl}$ (eV$^{-1}$) & $\rho_{\rm q}$ (eV$^{-1}$) & $\rho_{\rm q}/\rho_{\rm cl}$\\
100 & 0.00046 & 0.00269 & 5.8\\
300 & 0.0880 & 0.0956 & 1.09\\
600 & 0.2655 & 0.2685 & 1.01
\end{tabular}
\end{center}
For this mode the classical result is 8\% below the quantum one at 300 K and 1\% below it at 600 K. At 100 K, where $kT=0.00862$ eV is less than half a phonon energy, it is too small by a factor of about six. The Arrhenius slope is more sensitive than the magnitude: $-d\ln\rho_{\rm q}/d\beta$ is 0.056 eV at 300 K and 0.032 eV at 100 K, against the classical 0.062 and 0.071 eV.

To account for this, consider the distribution of $E_n-E_m$, the energy differences between final and initial vibronic levels, weighted by $p_m|\langle m_i|n_f\rangle|^2$. Since $H_f=H_i+G(x)$,
\begin{equation}
(H_f-E_m)|m_i\rangle=G(x)|m_i\rangle .
\end{equation}
Taking the overlap with $\langle m_i|$, and then the squared norm, shows that the first and second moments of the distribution are the thermal averages $\langle G\rangle$ and $\langle G^2\rangle$. By (\ref{gap}) and $\langle x\rangle=0$, the mean is $\lambda-\Delta E$, as in the classical case, and the variance is $4\lambda^2\langle x^2\rangle$. Half of an oscillator's mean energy is potential energy, so
\begin{equation}
\lambda\langle x^2\rangle=\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{2kT},
\qquad
\sigma^2=\lambda\hbar\omega\coth\frac{\hbar\omega}{2kT}.
\end{equation}
For $kT\gg\hbar\omega$ the hyperbolic cotangent tends to $2kT/\hbar\omega$, and $\sigma^2$ tends to the classical value $2\lambda kT$. At 100 K the classical variance is $0.0207$ eV$^2$, whereas the quantum one is $1.2\times0.020\times1.218=0.0292$ eV$^2$. Zero-point motion broadens the distribution, and the transition samples its tail at zero energy difference, 0.6 eV from the mean.

A Gaussian with the quantum variance gives
\begin{equation}
\frac{e^{-(0.6)^2/(2\times0.0292)}}{\sqrt{2\pi\times0.0292}}\ \mathrm{eV}^{-1}
\approx0.005\ \mathrm{eV}^{-1}.
\end{equation}
This explains the direction and the rough size of the increase. It exceeds the computed $0.00269$ eV$^{-1}$ by a factor of nearly two, because the true distribution is not Gaussian in its tail.

The same effect can be described as nuclear tunnelling. The lowest initial level has energy $\hbar\omega/2=0.010$ eV, well below the crossing at 0.075 eV. A classical oscillator with that energy never reaches the crossing, but the vibrational wavefunctions extend beyond their classical turning points and overlap. At 100 K the lowest level supplies only 12\% of $\rho_{\rm q}$; the levels $m=1$ and 2 supply about two thirds, and the four levels below the crossing together 95\%. The tunnelling is thus thermally assisted. The value 0.075 eV remains the classical crossing energy at every temperature; what fails in the cold is the classical rate expression built on it.
